# The Photon Polarization Sum and Current Conservation in Tree-Level QED

A cross section for unpolarized photons requires a sum over photon polarizations. The polarization vectors depend on an arbitrary reference vector; measurable rates must not. This problem evaluates the sum, isolates its dependence on the reference vector, and finds when that dependence disappears.

**Conventions.** Natural units are used, with metric $g=\mathrm{diag}(1,-1,-1,-1)$, $a\cdot b=g_{\mu\nu}a^\mu b^\nu$ and $\not a=\gamma_\mu a^\mu$. The photon momentum $k\neq0$ is real with $k^2=0$. The reference vector $n$ is real with $k\cdot n\neq0$; it may be timelike, lightlike or spacelike. Physical polarization vectors satisfy

$$k\cdot\varepsilon_i=0,\qquad n\cdot\varepsilon_i=0,\qquad \varepsilon_i^*\cdot\varepsilon_j=-\delta_{ij}.$$

The first condition is transversality in the four-dimensional sense. It still permits $\varepsilon\to\varepsilon+ck$, because $k^2=0$; the second condition fixes $c$.

## (a) How many polarizations are there?

*Show that the conditions admit two orthonormal polarization vectors and no more. What goes wrong if $k\cdot n=0$?*

**Solution.** Replace $n$ by a lightlike partner of $k$:

$$q=\frac{n}{k\cdot n}-\frac{n^2}{2(k\cdot n)^2}\,k .$$

Since $k^2=0$, we have $k\cdot q=1$, and

$$q^2=\frac{n^2}{(k\cdot n)^2}-2\,\frac{n^2\,(k\cdot n)}{2(k\cdot n)^3}=0 .$$

The coefficient of $n$ in $q$ is nonzero, so $k,q$ span the same plane as $k,n$. Now define $e_0=(k+q)/\sqrt2$ and $e_3=(k-q)/\sqrt2$. Then

$$e_0^2=k\cdot q=1,\qquad e_3^2=-k\cdot q=-1,\qquad e_0\cdot e_3=\tfrac12(k^2-q^2)=0 .$$

In a frame where $e_0=(\pm1,0,0,0)$, every vector orthogonal to $e_0$ is purely spatial, and $e_3$ is a spatial unit vector. Vectors orthogonal to both form an ordinary two-dimensional plane, on which the metric is minus the Euclidean one. That plane has two orthonormal vectors, which may be combined into complex ones such as circular polarizations.

If $k\cdot n=0$ and $n$ is not proportional to $k$, the vectors orthogonal to $k$ and $n$ still form a plane, but $k$ itself lies in it. One direction then has zero norm, and two orthonormal polarizations cannot be found. If $n$ is proportional to $k$, the second condition adds nothing to the first and $c$ stays unfixed.

## (b) The polarization sum

*Express $P^{\mu\nu}=\sum_i\varepsilon_i^\mu\varepsilon_i^{*\nu}$ through $g$, $k$ and $n$.*

**Solution.** The four vectors $k,q,\varepsilon_1,\varepsilon_2$ form a basis. Consider

$$T^{\mu\nu}=k^\mu q^\nu+q^\mu k^\nu-\sum_i\varepsilon_i^\mu\varepsilon_i^{*\nu}.$$

Because $k$ and $q$ are real, $\varepsilon_i^*$ is orthogonal to them as well. Acting on each basis vector gives

$$T^{\mu\nu}k_\nu=k^\mu(q\cdot k)+q^\mu k^2=k^\mu,$$
$$T^{\mu\nu}q_\nu=k^\mu q^2+q^\mu(k\cdot q)=q^\mu,$$
$$T^{\mu\nu}\varepsilon_{j\nu}=-\sum_i\varepsilon_i^\mu(\varepsilon_i^*\cdot\varepsilon_j)=\varepsilon_j^\mu .$$

Thus $T$ returns every vector unchanged, so $T^{\mu\nu}=g^{\mu\nu}$ and

$$P^{\mu\nu}=-g^{\mu\nu}+k^\mu q^\nu+q^\mu k^\nu .$$

On inserting $q$, each of the last two terms contributes $-n^2k^\mu k^\nu/[2(k\cdot n)^2]$. Together they give

$$\boxed{P^{\mu\nu}=-g^{\mu\nu}+\frac{k^\mu n^\nu+n^\mu k^\nu}{k\cdot n}-\frac{n^2\,k^\mu k^\nu}{(k\cdot n)^2}}$$

As a check on the signs, contraction with $n_\nu$ must vanish:

$$-n^\mu+\frac{k^\mu n^2}{k\cdot n}+n^\mu-\frac{n^2k^\mu}{k\cdot n}=0 .$$

The trace is $-4+2-0=-2$, as required by two vectors of norm $-1$.

For $n=(1,0,0,0)$ and $k=(\omega,\mathbf k)$, we have $k\cdot n=\omega$ and $n^2=1$. Then $P^{00}=-1+2-1=0$, $P^{0i}=k^i/\omega-k^i/\omega=0$, and

$$P^{ij}=\delta^{ij}-\frac{k^ik^j}{\omega^2},$$

the projector onto directions perpendicular to $\mathbf k$.

Rescaling $n$, or adding a multiple of $k$ to it, leaves $q$ and hence $P$ unchanged. Other changes of $n$ give a different matrix. Take $k=(1,0,0,1)$ and $n=(0,1,0,2)$, so that $k\cdot n=-2$ and $n^2=-5$. Then $P^{00}=-1+0+\tfrac54=0.25$ and $P^{01}=1/(-2)=-0.50$, in agreement with the sum over numerically constructed vectors. The $n$-dependent terms are therefore really present in $P$.

## (c) Contraction with an amplitude

*An amplitude with one incoming photon has the form $\mathcal M_i=\varepsilon_{i\mu}M^\mu$. Find $\sum_i|\mathcal M_i|^2$, and a condition on $M^\mu$ that removes $n$.*

**Solution.** From $\sum_i|\mathcal M_i|^2=P_{\mu\nu}M^\mu M^{\nu*}$ and the result of (b),

$$\sum_i|\mathcal M_i|^2=-M\cdot M^*+\frac{2\,\mathrm{Re}[(k\cdot M)(n\cdot M)^*]}{k\cdot n}-\frac{n^2|k\cdot M|^2}{(k\cdot n)^2}.$$

The two parts of the mixed term are complex conjugates of each other, which produces the factor 2 and the real part. Both $n$-dependent terms contain $k\cdot M$. Hence

$$k_\mu M^\mu=0\quad\Longrightarrow\quad\sum_i|\mathcal M_i|^2=-g_{\mu\nu}M^\mu M^{\nu*}.$$

An outgoing photon enters through $\varepsilon^*$. Since $P$ is real and symmetric, the result is the same.

The independence of $n$ holds for each polarization separately. Given vectors $\varepsilon_i$ for $n$, define for another allowed vector $n'$

$$\varepsilon_i'=\varepsilon_i-\frac{n'\cdot\varepsilon_i}{n'\cdot k}\,k .$$

Then $n'\cdot\varepsilon_i'=0$ and $k\cdot\varepsilon_i'=0$. The products $\varepsilon_i'^*\cdot\varepsilon_j'$ are unchanged, because every added term contains $k\cdot\varepsilon$, $k\cdot\varepsilon^*$ or $k^2$. The amplitude changes by a multiple of $k\cdot M$, which is zero when the condition holds.

For $k=\omega(1,0,0,1)$ the condition reads $\omega(M^0-M^3)=0$. In

$$-M\cdot M^*=|M^1|^2+|M^2|^2+|M^3|^2-|M^0|^2$$

the last two terms then cancel, leaving the two transverse contributions. The replacement $P\to-g$ thus adds a longitudinal and a timelike term that compensate each other.

## (d) Why the condition holds

*Relate $k\cdot M=0$ to current conservation, and prove it for tree diagrams of QED.*

**Solution.** A photon couples to the electromagnetic current, so $M^\mu$ is proportional to the matrix element $\langle f|J^\mu(0)|i\rangle$ between the states without that photon. Translation invariance gives

$$\langle f|J^\mu(x)|i\rangle=e^{i(p_f-p_i)\cdot x}\langle f|J^\mu(0)|i\rangle .$$

For an absorbed photon $p_f-p_i=k$. Applying $\partial_\mu J^\mu=0$ yields $k_\mu\langle f|J^\mu(0)|i\rangle=0$.

The same statement can be proved directly from the diagrams. Follow one electron line from $u(p)$ to $\bar u(p')$. Let it carry $N\ge1$ other vertices $\Gamma_1,\dots,\Gamma_N$, constant matrices that bring in momenta $l_1,\dots,l_N$. Write $a_j=p+l_1+\dots+l_j$, so that $p'=a_N+k$, and $S(a)=(\not a-m)^{-1}$. Factors of $i$ and $e$ are common to all insertions of the photon and are omitted.

Contracting the photon vertex with $k_\mu$ turns $\gamma^\mu$ into $\not k=(\not a+\not k-m)-(\not a-m)$. Therefore

$$S(a+k)\,\not k\,S(a)=S(a)-S(a+k).$$

Let $B_j$ be the line without the photon vertex, in which the propagators after $\Gamma_j$ carry the extra momentum $k$ and those before it do not:

$$B_j=\bar u(p')\Gamma_N S(a_{N-1}+k)\cdots S(a_j+k)\,\Gamma_j\,S(a_{j-1})\cdots\Gamma_1u(p).$$

Let $L_j$ be the contribution with the photon inserted between $\Gamma_j$ and $\Gamma_{j+1}$. There are three cases.

- For $1\le j\le N-1$, the identity gives $L_j=B_{j+1}-B_j$.
- Before the first vertex, $(\not p-m)u(p)=0$ gives $\not k\,u(p)=(\not p+\not k-m)u(p)$. Hence $S(p+k)\not k\,u(p)=u(p)$ and $L_0=B_1$.
- After the last vertex, $\bar u(p')(\not p'-m)=0$ gives $\bar u(p')\not k=-\bar u(p')(\not a_N-m)$. Hence $\bar u(p')\not k\,S(a_N)=-\bar u(p')$ and $L_N=-B_N$.

The sum telescopes:

$$\sum_{j=0}^{N}L_j=B_1+\sum_{j=1}^{N-1}(B_{j+1}-B_j)-B_N=0 .$$

A positron end obeys the same equation with its momentum reversed, since $(-\not p-m)v(p)=0$. An emitted photon corresponds to $k\to-k$. With several charged lines, the sum vanishes on each line separately.

The proof requires all insertions on a line and on-shell external ends. In a numerical test with two arbitrary matrices as vertices, the three insertions have sizes 12.1, 67.8 and 79.3 in arbitrary units, while their sum is zero to rounding error. Replacing the final spinor by one that does not satisfy the Dirac equation leaves a sum of size 29.9.

The other vertices were arbitrary, so the indices of other photons may stay free. For two photons, $k_\mu M^{\nu\mu}=0$ holds for every $\nu$, and $k'_\nu M^{\nu\mu}=0$ for every $\mu$. Both polarization sums can then be replaced by $-g$, one after the other. In a non-abelian theory the vertices also carry colour matrices. Neighbouring insertions place these in different orders, so the terms $B_j$ no longer cancel on the line, and this argument does not carry over unchanged.

## (e) Compton scattering

*A photon of energy $\omega=m$ scatters through $\theta=60^\circ$ from an electron at rest. Check the condition and compare the polarization sums for several $n$, first for the full amplitude and then for one diagram alone.*

**Solution.** Squaring $p'=p+k-k'$ gives $0=2m\omega-2m\omega'-2\omega\omega'(1-\cos\theta)$, so

$$\omega'=\frac{\omega}{1+(\omega/m)(1-\cos\theta)}=\frac{m}{1.5}=0.6667\,m .$$

The axes are chosen so that $k=\omega(1,0,0,1)$ and $k'=\omega'(1,\sin\theta,0,\cos\theta)$; the components and the $n$-dependent numbers below refer to this orientation. Up to an overall sign, the amplitude tensor is

$$M^{\nu\mu}=e^2\,\bar u(p')\left[\gamma^\nu S(p+k)\gamma^\mu+\gamma^\mu S(p-k')\gamma^\nu\right]u(p),$$

with $\bar uu=2m$. This is the case $N=1$ of part (d). Contraction with $k_\mu$ gives $+e^2\bar u(p')\gamma^\nu u(p)$ from the first diagram, where absorption comes first, and $-e^2\bar u(p')\gamma^\nu u(p)$ from the second. Neither vanishes in general; their sum does.

**One set of spins.** Take both electrons with spin along $+z$ in their rest frames, that is $u(p)\propto(\not p+m)u_0$ with $u_0$ the spin-up spinor at rest, and an outgoing photon polarized in the scattering plane, $\varepsilon'=(0,\cos\theta,0,-\sin\theta)$. In units of $e^2$, the full amplitude has

$$M^\mu=(2.5390,\,-0.8487,\,-0.3858\,i,\,2.5390).$$

Here $M^0=M^3$, and both $-M\cdot M^*$ and $|M^1|^2+|M^2|^2$ equal $0.869\,e^4$. The absorption-first diagram alone has $(2.1381,-0.6172,-0.6172\,i,1.3363)$. For it,

$$-M\cdot M^*=0.381+0.381+1.786-4.571=-2.02$$

in units of $e^4$. A negative value cannot be a sum of squared moduli, so $-g$ is not a valid polarization sum for this diagram.

**Summed over spins and polarizations.** The squared amplitude is summed over final states and averaged over the initial spin and polarization, which gives a factor $1/4$. The outgoing polarizations are defined with $(1,0,0,0)$, while $n$ for the incoming photon varies. For all diagrams together, the explicit sum is $2.8333\,e^4$ for each of the three choices below, and the $-g$ term alone supplies it. Replacing both photon sums by $-g$ gives the same number. So does the Klein–Nishina expression, used here as an outside check without derivation:

$$2\left[\frac{\omega'}{\omega}+\frac{\omega}{\omega'}-\sin^2\theta\right]=2\,[0.6667+1.5-0.75]=2.8333 .$$

For the absorption-first diagram alone, in units of $e^4$:

| $n$ | $-g$ term | mixed term | $n^2$ term | sum |
|---|---|---|---|---|
| $(1,0,0,0)$ | 1.3333 | 2.1667 | −0.6667 | 2.8333 |
| $(1,1,0,0)$ | 1.3333 | 1.8780 | 0.0000 | 3.2113 |
| $(0,1,0,2)$ | 1.3333 | 0.9777 | 0.8333 | 3.1443 |

The sums depend on $n$, so the square of a single diagram has no physical meaning by itself.

**A coincidence in the first row.** Its sum equals the full result, although one diagram is missing. To see why, use real polarization vectors. For $n=(1,0,0,0)$ we have $\varepsilon\cdot p=0$, hence $(\not p+m)\not\varepsilon u=\not\varepsilon(m-\not p)u=0$. With $(p+k)^2-m^2=2m\omega$, the diagram becomes $e^2\,\bar u'\not\varepsilon'\not k\not\varepsilon u/(2m\omega)$. Its spin sum, in units of $e^4$, is

$$\frac{\mathrm{Tr}[(\not p'+m)\not\varepsilon'\not k\not\varepsilon(\not p+m)\not\varepsilon\not k\not\varepsilon']}{4m^2\omega^2}.$$

Since $\not\varepsilon\not\varepsilon=-1$ and $\not k\not k=0$, the inner mass term vanishes. Next, $\not\varepsilon\not p\not\varepsilon=\not p$, then $\not k\not p\not k=2m\omega\not k$, and finally $\not\varepsilon'\not k\not\varepsilon'=\not k+2(\varepsilon'\cdot k)\not\varepsilon'$. The outer mass term multiplies an odd number of gamma matrices and has zero trace. Momentum conservation gives $p'\cdot k=p\cdot k'=m\omega'$ and, because $\varepsilon'\cdot p=\varepsilon'\cdot k'=0$, also $\varepsilon'\cdot p'=\varepsilon'\cdot k$. The spin sum is therefore

$$\frac{8m\omega\,[m\omega'+2(\varepsilon'\cdot k)^2]}{4m^2\omega^2}=\frac{2}{m\omega}\left[m\omega'+2(\varepsilon'\cdot k)^2\right].$$

By the projector in (b), $\sum_{\varepsilon'}(\varepsilon'\cdot k)^2=\omega^2\sin^2\theta$. Summing over $\varepsilon'$, doubling for the two $\varepsilon$ and dividing by 4 gives

$$\frac{2\omega'}{\omega}+\frac{2\omega}{m}\sin^2\theta=1.3333+1.5=2.8333 .$$

At $\omega=m$, where $\omega/\omega'=2-\cos\theta$, the Klein–Nishina expression exceeds this by

$$2(2-\cos\theta-2\sin^2\theta)=2\cos\theta\,(2\cos\theta-1),$$

which vanishes at $60^\circ$ and also at $90^\circ$. For general $\omega$, inserting $\omega/\omega'=1+(\omega/m)(1-\cos\theta)$ in the same way gives the difference $2\cos\theta\,[(1+\omega/m)\cos\theta-\omega/m]$. It is zero only at $\theta=90^\circ$ and at $\cos\theta=\omega/(\omega+m)$, which is $60^\circ$ for $\omega=m$. For this $n$ the agreement is thus confined to special angles, and the other two rows of the table do not show it; it is not a general property of the diagram.

The numerical check also checks the formula of part (b) against explicitly constructed polarization vectors for 200 random pairs $(k,n)$, covering timelike, lightlike and spacelike $n$.

## Computed values

```
random (k,n) pairs tested: 200, largest deviation 5e-12
Compton example, momenta in units of m, squared amplitudes in e^4
photon energy in: 1.0000 m, angle 60.0 deg
photon energy out: 0.6667 m
k     = 1.0000 0.0000 0.0000 1.0000 m
k_out = 0.6667 0.5774 0.0000 0.3333 m
p_out = 1.3333 -0.5774 0.0000 0.6667 m
n=(0,1,0,2): n.n = -5.00, k.n = -2.00 m
explicit polarization sum for this n, rows mu=0..3 (no unit):
   0.25 -0.50 0.00 0.25
   -0.50 1.00 0.00 -0.50
   0.00 0.00 1.00 0.00
   0.25 -0.50 0.00 0.25
incoming-photon sum, spin averaged (e^4):
columns: explicit | -g part, mixed part, n.n part
all diagrams:
  n=(1,0,0,0): 2.8333 | 2.8333 0.0000 0.0000
  n=(1,1,0,0): 2.8333 | 2.8333 0.0000 0.0000
  n=(0,1,0,2): 2.8333 | 2.8333 0.0000 0.0000
absorption-first diagram only:
  n=(1,0,0,0): 2.8333 | 1.3333 2.1667 -0.6667
  n=(1,1,0,0): 3.2113 | 1.3333 1.8780 0.0000
  n=(0,1,0,2): 3.1443 | 1.3333 0.9777 0.8333
both photon sums replaced by -g: 2.8333 e^4
Klein-Nishina expression: 2.8333 e^4
largest |k.M|, all diagrams: 4e-16 e^2 m
largest |k.M|, one diagram: 2.1602 e^2 m
M^mu, spin up to up, in-plane outgoing polarization (e^2):
  all diagrams, real: 2.5390 -0.8487 0.0000 2.5390
  all diagrams, imag: 0.0000 0.0000 -0.3858 0.0000
  absorption first, real: 2.1381 -0.6172 0.0000 1.3363
  absorption first, imag: 0.0000 0.0000 -0.6172 0.0000
  |M1|^2+|M2|^2 = 0.8690 e^4, -M.M* = 0.8690 e^4
line with two arbitrary vertices, k inserted (arbitrary units):
  sizes of the three insertions: 12.1253 67.8115 79.3385
  size of their sum, ends on shell: 3e-14
  size of sum, one end off shell: 29.9198
k.n=0, n=(0,1,0,0): -g norms in complement: 0.0000 1.0000
```
